**Hydrogen recoil energy in a helium beam**

For an ion of mass \(M_1\) and energy \(E_0\) that elastically strikes an atom of mass \(M_2\) at rest, the recoil energy at laboratory angle \(\phi\) is \(E_2=4M_1M_2E_0\cos^2\phi/(M_1+M_2)^2\). With masses 4 and 1, \(E_0=2\) MeV and \(\phi=30^\circ\), this gives 0.96 MeV. The program integrates Newton's equations for two different repulsive forces and asserts that both reproduce this energy, the remaining helium energy and the helium angle of 13.9 degrees. It also asserts that the angular slope agrees with a finite difference, and that the relativistic solution lies within 1 keV of the nonrelativistic one for the same nuclear masses. The closed formula for slowing down is compared with direct numerical integration. With rough stopping powers, the output shows a drop of 63 keV for hydrogen 100 nm deep, and an energy of about 0.54 MeV for surface hydrogen behind a 10 µm foil.

## Numerical check

```python
# Result under test: a target atom (mass M2, at rest) hit elastically by an ion
# (mass M1, energy E0) and recoiling at lab angle phi from the beam has energy
#     E2 = 4 M1 M2 / (M1 + M2)^2 * cos(phi)^2 * E0.
# For He (4) on H (1), E0 = 2 MeV, phi = 30 degrees, this is 0.96 MeV.
# Units: MeV, atomic mass units, fm in the trajectories; speeds are in
# sqrt(MeV/u). Stopping powers are rough typical inputs, not computed results.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

M1, M2, E0 = 4.0, 1.0, 2.0
phi_deg = 30.0
phi = np.radians(phi_deg)


def recoil_energy(m1, m2, energy, angle):
    return 4*m1*m2/(m1 + m2)**2*np.cos(angle)**2*energy


factor = 4*M1*M2/(M1 + M2)**2
E2 = recoil_energy(M1, M2, E0, phi)
assert abs(E2 - 0.96) < 1e-12
p0 = np.sqrt(2*M1*E0)
p2 = 2*M2*p0*np.cos(phi)/(M1 + M2)
helium_angle = np.degrees(np.arctan2(p2*np.sin(phi), p0 - p2*np.cos(phi)))

# Newton's equations for both particles, with two different repulsive forces.
coulomb = 2*const.e/(4*np.pi*const.epsilon_0)*1e9   # Z1 Z2 e^2, MeV fm


def screened_force(r, length=20.0):
    return coulomb*np.exp(-r/length)/r*(1/r + 1/length)


def gaussian_force(r, length=5.0, height=2.0):
    return 2*r/length**2*height*np.exp(-(r/length)**2)


def collide(impact, force, length):
    """Final velocities of ion and target for a given impact parameter."""
    start = 15*length
    speed = np.sqrt(2*E0/M1)

    def motion(t, s):
        dx, dy = s[2] - s[0], s[3] - s[1]
        r = np.hypot(dx, dy)
        f = force(r)/r
        return [s[4], s[5], s[6], s[7],
                -f*dx/M1, -f*dy/M1, f*dx/M2, f*dy/M2]

    state = [-start, impact, 0, 0, speed, 0, 0, 0]
    sol = solve_ivp(motion, (0, 2.3*start/speed), state, method="DOP853",
                    rtol=1e-10, atol=1e-11, max_step=length/4)
    assert sol.success
    return sol.y[4:6, -1], sol.y[6:8, -1]


def recoil_angle(impact, force, length):
    v = collide(impact, force, length)[1]
    return np.degrees(np.arctan2(abs(v[1]), v[0]))


trajectory = []
for name, force, length in (("screened Coulomb", screened_force, 20.0),
                            ("Gaussian barrier", gaussian_force, 5.0)):
    b = brentq(lambda x: recoil_angle(x, force, length) - phi_deg,
               0.0, 12.0, xtol=1e-9)
    v1, v2 = collide(b, force, length)
    energy_h = 0.5*M2*(v2 @ v2)
    energy_he = 0.5*M1*(v1 @ v1)
    angle_he = np.degrees(np.arctan2(abs(v1[1]), v1[0]))
    assert abs(energy_h - E2) < 1e-6
    assert abs(energy_he - (E0 - E2)) < 1e-6
    assert abs(angle_he - helium_angle) < 1e-4
    assert v1[1]*v2[1] < 0          # opposite sides of the beam
    trajectory.append((name, b, energy_h, angle_he))

# Angular sensitivity: derivative formula against a finite difference.
slope = -2*E2*np.tan(phi)
h = 1e-5
slope_fd = (recoil_energy(M1, M2, E0, phi + h)
            - recoil_energy(M1, M2, E0, phi - h))/(2*h)
assert abs(slope - slope_fd) < 1e-7
E_29 = recoil_energy(M1, M2, E0, np.radians(29))
E_31 = recoil_energy(M1, M2, E0, np.radians(31))

# Actual nuclear masses, then relativistic conservation of energy and momentum.
m_he = const.value("alpha particle mass in u")
m_h = const.value("proton mass in u")
E2_masses = recoil_energy(m_he, m_h, E0, phi)
rest_he = const.value("alpha particle mass energy equivalent in MeV")
rest_h = const.value("proton mass energy equivalent in MeV")


def invariant_mismatch(kinetic):
    p_in = np.sqrt(E0*(E0 + 2*rest_he))
    p_out = np.sqrt(kinetic*(kinetic + 2*rest_h))
    left = E0 + rest_he - kinetic
    p_sq = p_in**2 + p_out**2 - 2*p_in*p_out*np.cos(phi)
    return left**2 - p_sq - rest_he**2


E2_rel = brentq(invariant_mismatch, 0.5, 1.5, xtol=1e-12)
assert abs(E2_rel - E2_masses) < 1e-3


# Slowing down with stopping power S = S_ref*(E_ref/E)^q.
def energy_after(energy, path, s_ref, e_ref, q):
    rest = energy**(1 + q) - (1 + q)*s_ref*e_ref**q*path
    assert rest > 0
    return rest**(1/(1 + q))


def energy_after_ode(energy, path, s_ref, e_ref, q):
    sol = solve_ivp(lambda x, e: -s_ref*(e_ref/e)**q, (0, path), [energy],
                    rtol=1e-10, atol=1e-12)
    return sol.y[0, -1]


# Film: stopping in MeV/nm, path in nm.
depth, grazing = 100.0, 15.0
path = depth/np.sin(np.radians(grazing))
S_he_film, q_he = 250e-6, 0.5
S_h_film, q_h = 40e-6, 0.75
he_args = (E0, path, S_he_film, E0, q_he)
E_he_deep = energy_after(*he_args)
E_h_deep = recoil_energy(M1, M2, E_he_deep, phi)
h_args = (E_h_deep, path, S_h_film, E2, q_h)
E_h_exit = energy_after(*h_args)

# Foil: stopping in MeV/um, path in um.
foil, S_h_foil, S_he_foil = 10.0, 35e-3, 250e-3
foil_args = (E2, foil, S_h_foil, E2, q_h)
E_h_foil = energy_after(*foil_args)
for args in (he_args, h_args, foil_args):
    assert abs(energy_after(*args) - energy_after_ode(*args)) < 1e-7

# Helium scattered by silicon (mass 28) to the same laboratory angle.
M_si = 28.0
E_he_si = brentq(lambda e: M_si*(E0 - e)
                 - M1*(E0 + e - 2*np.sqrt(E0*e)*np.cos(phi)), 0.0, E0)
he_range = E_he_si/S_he_foil
assert E_he_si > E2 and he_range < foil

print(f"Ion mass: {M1:.0f} u; target mass: {M2:.0f} u")
print(f"Beam energy: {E0:.2f} MeV; recoil angle: {phi_deg:.0f} degrees")
print(f"Mass factor 4 M1 M2/(M1+M2)^2: {factor:.4f}")
print(f"cos^2(phi): {np.cos(phi)**2:.4f}")
print(f"Head-on recoil energy: {factor*E0:.4f} MeV")
print(f"Recoil energy at 30 degrees: {E2:.4f} MeV")
print(f"Helium energy after collision: {E0 - E2:.4f} MeV")
print(f"Helium angle after collision: {helium_angle:.2f} degrees")
for name, b, energy_h, angle_he in trajectory:
    print(f"Trajectory, {name}: impact parameter {b:.3f} fm")
    print(f"  recoil energy {energy_h:.6f} MeV, He angle {angle_he:.2f} degrees")
print(f"Angular slope: {slope*np.radians(1)*1e3:.1f} keV per degree")
print(f"Recoil energy at 29 degrees: {E_29:.4f} MeV")
print(f"Recoil energy at 31 degrees: {E_31:.4f} MeV")
print(f"Nuclear masses: He {m_he:.4f} u, H {m_h:.4f} u")
print(f"Recoil energy with these masses: {E2_masses:.4f} MeV")
print(f"Shift from these masses: {(E2_masses - E2)*1e3:.2f} keV")
print(f"Further relativistic shift: {(E2_rel - E2_masses)*1e3:.3f} keV")
print(f"Depth: {depth:.0f} nm; angle to surface: {grazing:.0f} degrees")
print(f"Path each way in film: {path:.0f} nm")
print(f"Rough He stopping in film at 2 MeV: {S_he_film*1e6:.0f} eV/nm")
print(f"Rough H stopping in film at 0.96 MeV: {S_h_film*1e6:.0f} eV/nm")
print(f"Stopping exponents q: He {q_he:.2f}, H {q_h:.2f}")
print(f"He energy at that depth: {E_he_deep:.3f} MeV")
print(f"H recoil energy at that depth: {E_h_deep:.3f} MeV")
print(f"H energy on leaving the film: {E_h_exit:.3f} MeV")
print(f"Drop relative to surface hydrogen: {(E2 - E_h_exit)*1e3:.0f} keV")
print(f"Foil thickness: {foil:.0f} um")
print(f"Rough H stopping in foil at 0.96 MeV: {S_h_foil*1e3:.0f} keV/um")
print(f"Surface-hydrogen energy after foil: {E_h_foil:.2f} MeV")
print(f"Energy lost by H in foil: {E2 - E_h_foil:.2f} MeV")
print(f"He scattered by Si (mass {M_si:.0f} u) at 30 degrees: {E_he_si:.3f} MeV")
print(f"Rough mean He stopping in foil: {S_he_foil*1e3:.0f} keV/um")
print(f"Rough range of that He in foil: {he_range:.1f} um")
print("OK")
```

Output:

```
Ion mass: 4 u; target mass: 1 u
Beam energy: 2.00 MeV; recoil angle: 30 degrees
Mass factor 4 M1 M2/(M1+M2)^2: 0.6400
cos^2(phi): 0.7500
Head-on recoil energy: 1.2800 MeV
Recoil energy at 30 degrees: 0.9600 MeV
Helium energy after collision: 1.0400 MeV
Helium angle after collision: 13.90 degrees
Trajectory, screened Coulomb: impact parameter 1.746 fm
  recoil energy 0.960000 MeV, He angle 13.90 degrees
Trajectory, Gaussian barrier: impact parameter 2.616 fm
  recoil energy 0.960000 MeV, He angle 13.90 degrees
Angular slope: -19.3 keV per degree
Recoil energy at 29 degrees: 0.9791 MeV
Recoil energy at 31 degrees: 0.9405 MeV
Nuclear masses: He 4.0015 u, H 1.0073 u
Recoil energy with these masses: 0.9640 MeV
Shift from these masses: 3.96 keV
Further relativistic shift: -0.073 keV
Depth: 100 nm; angle to surface: 15 degrees
Path each way in film: 386 nm
Rough He stopping in film at 2 MeV: 250 eV/nm
Rough H stopping in film at 0.96 MeV: 40 eV/nm
Stopping exponents q: He 0.50, H 0.75
He energy at that depth: 1.902 MeV
H recoil energy at that depth: 0.913 MeV
H energy on leaving the film: 0.897 MeV
Drop relative to surface hydrogen: 63 keV
Foil thickness: 10 um
Rough H stopping in foil at 0.96 MeV: 35 keV/um
Surface-hydrogen energy after foil: 0.54 MeV
Energy lost by H in foil: 0.42 MeV
He scattered by Si (mass 28 u) at 30 degrees: 1.925 MeV
Rough mean He stopping in foil: 250 keV/um
Rough range of that He in foil: 7.7 um
OK
```
